Eucken's thermal conductivity of a polyatomic gas: where its factors come from

Eucken's formula for the thermal conductivity λ of a dilute polyatomic gas is

λ = [(9γ − 5)/4] η c_v,

where η is the viscosity, c_v the heat capacity per unit mass at constant volume, and γ = c_p/c_v. It is a sum of two contributions,

λ = η (f_tr c_tr + f_int c_int), f_tr = 5/2, f_int = 1,

with c_tr = 3k/(2m) for translation, c_int = c_v − c_tr for internal motion, and m the molecular mass.

One reason for the unequal factors is that translational energy is correlated with molecular speed, whereas internal energy merely diffuses. This is right but incomplete. The correlation supplies a factor 5/3. The remaining 3/2 arises because collisions destroy a translational heat flux more slowly than a shear stress. Diffusion of internal energy gives f_int = ρD/η, where ρ is the mass density and D the self-diffusion coefficient; that this ratio equals 1 is a further assumption. There is a solvable gas in which all these statements can be derived.

**From the two factors to γ**

For an ideal gas c_p − c_v = k/m, so k/m = (γ − 1)c_v and c_tr = (3/2)(γ − 1)c_v. Therefore

λ/(η c_v) = (5/2)(3/2)(γ − 1) + 1 − (3/2)(γ − 1)
= 1 + (9/4)(γ − 1)
= (9γ − 5)/4.

For a monatomic gas, γ = 5/3 and the result is 5/2. When internal motion dominates the heat capacity, γ approaches 1 and so does the result. The dependence on γ is thus a count of how much energy travels in each way. The physics lies in the numbers 5/2 and 1.

**The model**

Each molecule collides at a rate ν that does not depend on its speed. A collision keeps the total momentum and the relative speed of the pair, and gives the relative velocity a random direction. Each molecule keeps its internal energy. Energy exchange between internal and translational motion is so rare that it does not disturb the fluxes, yet frequent enough, over the distance on which temperature varies, to maintain one local temperature. The gas is dilute, its gradients are small, its pressure is uniform, and there is no net flow.

Let v be the molecular velocity in units of u = √(kT/m), and e the internal energy in units of kT. Angle brackets denote equilibrium averages, for which ⟨v_x²⟩ = 1, ⟨v²⟩ = 3, ⟨v⁴⟩ = 15 and ⟨v⁶⟩ = 105. With ζ classical quadratic internal degrees of freedom, e has mean ζ/2 and variance ζ/2. Then c_int = ζk/(2m) and γ = 1 + 2/(3 + ζ).

**What a temperature gradient drives**

The local equilibrium distribution f₀ is proportional to

n T^(−3/2) T^(−ζ/2) exp(−v²/2 − e),

apart from a power of the internal energy that does not depend on T. At fixed molecular velocity and internal energy, v² and e vary as 1/T. At uniform pressure the number density n also varies as 1/T. Hence

∂ln f₀/∂ln T = −1 − 3/2 − ζ/2 + v²/2 + e
= (v² − 5)/2 + (e − ζ/2).

Streaming along x multiplies this by v_x, so the gradient drives two functions:

A = v_x(v² − 5)/2, B = v_x(e − ζ/2).

Write the disturbed distribution as f₀(1 + φ). Suppose that collisions make A decay at a rate r_q and B at a rate r_D, which is shown below. In the steady state, streaming balances decay:

u (d ln T/dx)(A + B) = −(collisional decay of φ),

φ = −u (d ln T/dx)(A/r_q + B/r_D).

The heat flux is q = nkTu⟨v_x(v²/2 + e)φ⟩. Since ⟨v_xA⟩ = (⟨v_x²v²⟩ − 5)/2 = (5 − 5)/2 = 0 and ⟨v_xB⟩ = 0, this φ carries no net flow. A multiple of v_x can therefore be subtracted from the weight in q, turning it into A + B. Also ⟨AB⟩ = 0, because e is independent of v. Thus

λ = nk(kT/m)[⟨A²⟩/r_q + ⟨B²⟩/r_D].

The two mean squares are

⟨A²⟩ = (1/12)⟨v²(v² − 5)²⟩ = (105 − 150 + 75)/12 = 5/2,
⟨B²⟩ = ⟨v_x²⟩ · ζ/2 = ζ/2.

**Viscosity and diffusion as yardsticks**

In a shear flow whose y velocity increases along x at a rate a, the driven function is v_xv_y. If it decays at a rate r_s, then φ = −a v_xv_y/r_s. The momentum flux nkT⟨v_xv_yφ⟩ equals −nkTa/r_s, since ⟨v_x²v_y²⟩ = 1. Hence

η = nkT/r_s.

Now mark a few molecules and let their concentration vary along x. Their driven function is v_x. If the velocity of a marked molecule decays at a rate r_D, the same argument gives

D = kT/(m r_D), ρD/η = r_s/r_D.

The function B decays at this same rate. The deviation e − ζ/2 acts as a label that the molecule keeps through an elastic collision. The partner's label averages to zero to first order in the disturbance, so only the loss of the labelled molecule's own velocity counts. This is the precise sense in which internal energy diffuses.

Dividing each part of λ by η and its heat capacity gives

f_tr = [(5/2)/(3/2)] r_s/r_q = (5/3) r_s/r_q,
f_int = r_s/r_D.

The 5/3 is the effect of correlation. Internal energy fluctuates independently of velocity, so its mean square ζ/2 equals its heat capacity in units of k, and the two cancel. For translation the mean square is 5/2 while the heat capacity is 3/2, because fast molecules both carry more energy and move it faster.

Correlation alone is not enough. If all three rates were equal, the two parts would add to (5/2 + ζ/2)k/m = c_p, and the conductivity would be ηc_p. Eucken's larger value requires unequal rates.

**How fast collisions destroy each flux**

Write the velocities of a colliding pair as

v₁ = (U + w)/√2, v₂ = (U − w)/√2.

In equilibrium U and w are independent and have the same Gaussian distribution as v. The collision leaves U and |w| unchanged and randomizes the direction of w. To find a decay rate, fix v₁, average over v₂ and over the new direction, and ask how much of the original function is lost per collision.

*Marked velocity.* The mean velocity of molecule 1 afterwards is U/√2 = (v₁ + v₂)/2. Averaging over v₂ leaves v₁/2. Half is lost, so r_D = ν/2.

*Shear stress.* The pair sum of v_xv_y is U_xU_y + w_xw_y. The second term averages to zero after the collision, so the change is

−w_xw_y = −(v₁ₓ − v₂ₓ)(v₁ᵧ − v₂ᵧ)/2.

Averaging over v₂ leaves −v₁ₓv₁ᵧ/2, so r_s = ν/2.

*Translational heat flux.* From v₁² = (U² + w²)/2 + U·w and v₂² = (U² + w²)/2 − U·w, the pair sum of v_xv²/2 is

(1/√2)[U_x(U² + w²)/2 + w_x(U·w)].

Only the last term changes. Its average over directions is U_xw²/3, so the change is

(1/√2)[U_xw²/3 − w_x(U·w)].

Now express this through v₁ and v₂, using w² = (v₁² + v₂²)/2 − v₁·v₂ and U·w = (v₁² − v₂²)/2. The first term is

(1/6)(v₁ₓ + v₂ₓ)[(v₁² + v₂²)/2 − v₁·v₂].

Its average over v₂ is v₁ₓ(v₁² + 3)/12 − v₁ₓ/6 = v₁ₓ(v₁² + 1)/12. The second term, before its minus sign, is (v₁ₓ − v₂ₓ)(v₁² − v₂²)/4, with average v₁ₓ(v₁² − 3)/4. The total change is

v₁ₓ[(v₁² + 1) − 3(v₁² − 3)]/12 = −v₁ₓ(v₁² − 5)/6 = −A/3.

The term −5v_x/2 in A does not alter the change, since momentum is conserved. Therefore r_q = ν/3.

Each function returns as a multiple of itself, so the assumed decay laws hold without approximation in this model. With r_s : r_D : r_q = 1/2 : 1/2 : 1/3,

f_tr = (5/3)(3/2) = 5/2, f_int = 1,

which is Eucken's formula.

A separate calculation tests the whole chain. In the linearized kinetic equation, a shear disturbance of small wavenumber K decays at the rate ηK²/ρ, and a heat disturbance at constant pressure decays at λK²/(ρc_p). The second rate divided by the first, times γ, is λ/(ηc_v). Diagonalizing the equation at K = 0.0003 ν/u, with one collision in a thousand exchanging internal energy, gave 1.8996, 1.7496 and 1.5621 for ζ = 2, 3 and 5. Eucken's values are 1.9000, 1.7500 and 1.5625. Most of the small deficit is the effect of exchange derived below.

**Which factor survives a change of force law?**

Let a collision now turn w through an angle χ, with a rate R that may depend on |w| and χ. The driven functions need no longer decay as pure exponentials. The leading approximation keeps their shapes and uses their mean decay rates.

Stress and heat flux both decay through the traceless tensor

W_ij = w_iw_j − δ_ij w²/3.

Averaged around the original direction of w, a deflection multiplies W by (3cos²χ − 1)/2. The fraction lost is (3/2)sin²χ. In the pair sums, stress contains W_xy and heat flux contains (1/√2)Σ_j U_jW_xj. To get a rate per molecule, multiply the pair function by its loss, take half the average because two molecules share the collision, and divide by the function's mean square.

Averaging over directions gives W_xy² → w⁴/15 and Σ_j W_xj² → 2w⁴/9. With ⟨U_iU_j⟩ = δ_ij,

r_s = (1/2)(3/2)(1/15)⟨R sin²χ w⁴⟩ = (1/20)⟨R sin²χ w⁴⟩,

r_q = (1/2)(1/2)(3/2)(2/9)⟨R sin²χ w⁴⟩/(5/2) = (1/30)⟨R sin²χ w⁴⟩.

The force law cancels from r_q/r_s = 2/3. At leading order, f_tr = 5/2 for any elastic central force.

The marked velocity behaves differently. It loses (1 − cos χ)w_x/√2, which gives

r_D = (1/2)⟨R(1 − cos χ)w_x²⟩ = (1/6)⟨R(1 − cos χ)w²⟩,

f_int = r_s/r_D = 0.3 ⟨R sin²χ w⁴⟩/⟨R(1 − cos χ)w²⟩.

Here the force law remains. For isotropic scattering the angular averages of sin²χ and 1 − cos χ are 2/3 and 1. A constant rate gives ⟨w⁴⟩/⟨w²⟩ = 5 and f_int = 1. Hard spheres also scatter isotropically, but their rate is proportional to |w|. The Gaussian average ⟨|w|⁵⟩/⟨|w|³⟩ is 6, so f_int = 6/5. For a repulsive potential proportional to r⁻¹², numerical integration over deflection angles gives 1.37.

Sampling 600,000 binary collisions for each law gave f_tr = 2.496, 2.491 and 2.504, and f_int = 1.004, 1.199 and 1.372, in the order just named. At this order the translational factor does not depend on the force law; the internal factor does.

**When internal energy is exchanged**

Suppose next that a fraction p of the collisions in the solvable model redistributes energy. The relative kinetic energy ε = w²/2 and the two internal energies are pooled and shared out again at random, as in equilibrium at the same total energy E.

After averaging over the direction of w, and apart from conserved terms, the pair sums of A and B are

(U_x/√2)(U²/2 + 5ε/3) and (U_x/√2)(E − ε).

Redistribution replaces ε by its mean at fixed E. That mean is 3E/(3 + 2ζ), the share of three quadratic terms among 3 + 2ζ. The deviation is

δ = ε − 3E/(3 + 2ζ) = [2ζε − 3(e₁ + e₂)]/(3 + 2ζ).

Since ε has variance 3/2 and e₁ + e₂ has variance ζ,

⟨δ²⟩ = (6ζ² + 9ζ)/(3 + 2ζ)² = 3ζ/(3 + 2ζ).

An inelastic collision thus removes an extra 5δ/3 from the first sum and −δ from the second, each times U_x/√2. These losses couple A and B. No other function enters: redistribution does not raise the polynomial degree, counting an energy as degree two, and A and B are the only vector functions up to degree three that are orthogonal to v_x.

Put φ = −(u/ν)(d ln T/dx)(αA + βB). The elastic coefficients are (1/3)(5/2) = 5/6 for A and (1/2)(ζ/2) = ζ/4 for B. The extra loss carries the factor g = p⟨δ²⟩/4, one 1/2 coming from the shared pair and one from (U_x/√2)². Projecting the steady-state equation on A and B gives

(5/6)α + (5/3)gS = 5/2,
(ζ/4)β − gS = ζ/2,

with S = 5α/3 − β. Hence α = 3 − 2gS and β = 2 + 4gS/ζ. Substitution into S gives

S = 3 − gS(10/3 + 4/ζ), so S = 3/[1 + g(10/3 + 4/ζ)].

The conductivity is λ = nk(kT/m)(5α/2 + ζβ/2)/ν, and η = 2nkT/ν. Therefore

λm/(kη) = (1/2)(15/2 + ζ − 3gS)
= 15/4 + ζ/2 − (9/2)g/[1 + g(10/3 + 4/ζ)].

The first two terms are Eucken's result. The last is negative for every p > 0: in this model exchange lowers the conductivity. For each unit of internal flux that redistribution creates, it destroys 5/3 units of translational flux. Weighted with the lifetimes 3/ν and 2/ν, the imbalance is (5/3) × 3 − 2 = 3, the value of S without exchange. The loss is proportional to the square of this imbalance, so its sign does not depend on which flux lives longer.

**A nitrogen-like gas in a narrow gap**

Take a gas at 300 K and 101.3 kPa with molar mass 28 g/mol, two rotational degrees of freedom, and a viscosity of 18 μPa s, a rough value for nitrogen. It fills a 10 μm gap between plates that differ by 10 K. The heat capacities are c_tr = 445.4 and c_int = 296.9 J/(kg K), so γ = 1.4 and the Eucken factor is (12.6 − 5)/4 = 1.9. Then, with the heat capacities kept unrounded in the calculation,

λ_tr = 2.5 × 18×10⁻⁶ × 445.4 = 20.04 mW/(m K),
λ_int = 18×10⁻⁶ × 296.9 = 5.35 mW/(m K),
λ = 25.4 mW/(m K).

Translation holds three fifths of the heat capacity but carries nearly four fifths of the heat. With equal relaxation rates the conductivity would be 18.7 mW/(m K). The Prandtl number ηc_p/λ is 0.74, and the heat flux λΔT/L is 2.54 W/cm².

Real nitrogen conducts roughly 26 mW/(m K) under these conditions, close to Eucken's value. Two of the assumptions behind that value are inaccurate for nitrogen. In the estimate that follows, their errors have opposite signs and partly cancel. The r⁻¹² value of ρD/η would raise λ by 0.370 × 5.35/25.39, or 7.8%. For exchange, take a rough rotational collision number of 5, meaning that rotation relaxes in five times πη/(4P), where P is the pressure. This is 0.70 ns. In the model a redistribution leaves a pair, on average, the share 2ζ/(3 + 2ζ) of any excess internal energy, so at a fixed translational temperature the internal temperature relaxes at the rate 3pν/(3 + 2ζ). With ν = 2P/η this gives p = (7/3) × 2/(5π) = 0.297. The exchange formula then lowers λ/(ηc_v) from 1.9000 to 1.8145, or by 4.5%. Simple addition would leave +3.3% relative to Eucken's λ, but the two shifts are not independent. Faster diffusion of internal energy brings the two channels closer together, so exchange between them costs less. Dividing the elastic coefficient ζ/4 of B by 1.37 in the exchange equations lowers the starting value of S from 3 to 5 − 2 × 1.37 = 2.26. The exchange loss then shrinks to about 2.5%, and the net shift is about +5.3%, provided that B still decays at a rate r_s/1.37 once inelastic collisions are counted. Equal deflection in elastic and inelastic collisions does not guarantee this. A redistribution reshuffles e₁ and e₂, so it removes the term w_x(e₁ − e₂)/√2 from the pair sum of B whatever the angle, just as isotropic scattering does. The net shift is sensitive to this: if only the elastic fraction 1 − p of collisions has the slower decay of B, and the fraction p destroys it as in the solvable model, the factor 1.37 is replaced by 1/[(1 − p)/1.37 + p] = 1.23 and the net shift falls to about +1.8%. Collision numbers from 3 to 10 give about +4.3% to +6.4% in the first case and about −1.7% to +4.7% in the second. This is an estimate: r⁻¹² repulsion omits molecular attraction and shape, and the exchange formula was derived for the constant-rate gas.

The other assumptions hold well here. Energy diffuses roughly 100 nm, estimated as the square root of η/ρ times the rotational relaxation time, before rotation and translation equilibrate. This is far less than the gap, so one temperature suffices. Vibration, with a rough characteristic temperature of 3400 K, would add 0.06% to c_v. For a rough molecular diameter d of 0.37 nm, the density parameter (2π/3)nd³ is 0.26%. Radiation between black plates would add about 0.2% to the conducted heat by the far-field formula, which is only a rough guide here because the gap is comparable with the thermal wavelength.

The mean free path, (η/P)√(πkT/2m), is 66 nm, or 0.7% of the gap. Temperature jumps at the walls act like extra gas layers with thicknesses of the order of this length, so a reduction of roughly two percent is expected if the walls exchange energy efficiently with the gas. At fixed pressure the relative effect, while small, grows inversely with the gap. In a gap of 100 nm the mean free path would be comparable with the plate spacing, and a local conductivity, Eucken's or any other, would no longer determine the heat flux. The inputs and most of the computed values are collected in the numerical output.

Table of computed values

```
mean square of translational heat function: 2.5000
correlation factor (divided by 3/2): 1.6667
heat-flux relaxation rate / nu: 0.3333
stress relaxation rate / nu: 0.5000
tagged-velocity relaxation rate / nu: 0.5000
lambda/(eta c_v), modes at p = 0.001 against Eucken:
  zeta=2 gamma=1.4000 modes=1.8996 Eucken=1.9000
  zeta=3 gamma=1.3333 modes=1.7496 Eucken=1.7500
  zeta=5 gamma=1.2500 modes=1.5621 Eucken=1.5625
sampled collisions, f_tr and f_int:
  constant rate, isotropic: 2.496, 1.004
  hard spheres: 2.491, 1.199
  r^-12 repulsion: 2.504, 1.372
rho D/eta, hard spheres, leading order: 1.200
rho D/eta, r^-12 repulsion, leading order: 1.370
example, nitrogen-like gas (rough inputs):
  temperature: 300 K, pressure: 101.3 kPa
  molar mass: 28.0 g/mol
  viscosity: 18.0 uPa s
  gap: 10 um, temperature difference: 10 K
  rotational collision number: 5
  vibrational temperature: 3400 K
  molecular diameter: 0.37 nm
  c_tr: 445.4 J/(kg K), c_int: 296.9 J/(kg K)
  c_v: 742.4 J/(kg K), gamma: 1.4000
  Eucken factor: 1.9000
  translational part of lambda: 20.04 mW/(m K)
  internal part of lambda: 5.35 mW/(m K)
  lambda: 25.39 mW/(m K)
  lambda if all rates were equal: 18.71 mW/(m K)
  Prandtl number: 0.7368
  heat flux: 2.539 W/cm2
neglected effects:
  rho D/eta above 1 (r^-12): +7.80 % of lambda
  inelastic fraction p: 0.2971
  lambda/(eta c_v) with exchange: 1.8145
  inelastic exchange: -4.50 % of lambda
  sum of these two: +3.29 %
  vibrational heat capacity / c_v: 0.061 %
  mean free path: 66.5 nm
  mean free path / gap: 0.00665
  rotational relaxation time: 0.698 ns
  energy exchange length: 105 nm
  density parameter (2 pi/3) n d^3: 0.260 %
  black-wall radiation / conduction: 0.241 %
```
